\section*{Gauge-origin dependence of the kinetic, Zeeman and diamagnetic energies, part 1}

(Sections cited here and not found follow in the later parts.)

\section{An electron in an isotropic well}

Atomic units are used in all algebra: $\hbar=m_e=e=1$, the electron has charge $-1$, and $\mathbf p=-i\nabla$. One electron moves in the $xy$ plane in the potential $V=\tfrac12\omega^2\rho^2$, with $\rho^2=x^2+y^2$, and a uniform field $B>0$ points along $z$. The field enters through a vector potential whose curl is $\mathbf B$. The choice $\mathbf A=\tfrac{B}{2}(-y,\,x)$ vanishes at the centre of the well, and the point at which it vanishes is called the gauge origin. Since $\partial_xA_x+\partial_yA_y=0$, the operators $\mathbf p\cdot\mathbf A$ and $\mathbf A\cdot\mathbf p$ are equal, and
\begin{equation}
H=\tfrac12(\mathbf p+\mathbf A)^2+V
=\underbrace{\tfrac12p^2}_{T}+\underbrace{\tfrac{B}{2}L_z}_{Z}+\underbrace{\tfrac{B^2}{8}\rho^2}_{D}+\tfrac12\omega^2\rho^2 ,
\qquad L_z=xp_y-yp_x .
\end{equation}
The three field-related pieces are the canonical kinetic energy $T$, the orbital Zeeman term $Z$ and the diamagnetic term $D$. The two terms in $\rho^2$ combine to $\tfrac12\Omega^2\rho^2$ with $\Omega^2=\omega^2+B^2/4$.

The spectrum follows from ladder operators of frequency $\Omega$, $x=(a_x+a_x^\dagger)/\sqrt{2\Omega}$ and $p_x=-i\sqrt{\Omega/2}\,(a_x-a_x^\dagger)$, and likewise for $y$. In $L_z$ the products $a_xa_y$ and $a_x^\dagger a_y^\dagger$ cancel between the two terms and the mixed products add:
\begin{equation}
L_z=-\tfrac{i}{2}\big[(a_x+a_x^\dagger)(a_y-a_y^\dagger)-(a_y+a_y^\dagger)(a_x-a_x^\dagger)\big]
=i\,(a_y^\dagger a_x-a_x^\dagger a_y).
\end{equation}
The combinations $a_\pm=(a_x\mp ia_y)/\sqrt2$ obey $[a_\pm,a_\pm^\dagger]=1$ and $[a_+,a_-^\dagger]=0$, and multiplying out gives $a_\pm^\dagger a_\pm=\tfrac12\big[a_x^\dagger a_x+a_y^\dagger a_y\pm i(a_y^\dagger a_x-a_x^\dagger a_y)\big]$. The sum of the two number operators $n_\pm$ is the oscillator number and their difference is $L_z$, so
\begin{equation}
E=\Omega+\big(\Omega+\tfrac B2\big)n_++\big(\Omega-\tfrac B2\big)n_- ,\qquad n_\pm=0,1,2,\dots
\label{eq:fd}
\end{equation}
These are the Fock--Darwin levels. Because $\Omega>B/2$ for $\omega>0$, the ground state has $n_+=n_-=0$, energy $\Omega$, and the real wave function $\psi=(\Omega/\pi)^{1/2}e^{-\Omega\rho^2/2}$. In this state $\langle x^2\rangle=\langle aa^\dagger\rangle/(2\Omega)=1/(2\Omega)$ and $\langle p_x^2\rangle=\Omega/2$, the same for $y$, so
\begin{equation}
\langle T\rangle=\frac\Omega2,\qquad \langle Z\rangle=0,\qquad \langle D\rangle=\frac{B^2}{8\Omega},\qquad \langle V\rangle=\frac{\omega^2}{2\Omega},
\end{equation}
and the sum is $\Omega/2+\Omega^2/(2\Omega)=\Omega$.

Let the gauge origin move to the point $\mathbf d=(d_x,d_y)$ while the well stays where it is. The new potential is
\begin{equation}
\mathbf A'=\tfrac B2\big(-(y-d_y),\,x-d_x\big)=\mathbf A-\mathbf k,\qquad \mathbf k=\tfrac B2(-d_y,\,d_x),\qquad \tfrac12k^2=\tfrac18B^2d^2 .
\end{equation}
For any function $f$, $\mathbf p\,(e^{i\mathbf k\cdot\mathbf r}f)=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf k)f$, so $(\mathbf p+\mathbf A')\,e^{i\mathbf k\cdot\mathbf r}f=e^{i\mathbf k\cdot\mathbf r}(\mathbf p+\mathbf A)f$. Applying this twice shows that $\psi'=e^{i\mathbf k\cdot\mathbf r}\psi$ is an eigenfunction of the new Hamiltonian with the old energy $\Omega$. The pieces do change. The Gaussian is even, so $\langle\mathbf p\rangle=0$ and $\langle\mathbf A\rangle=0$, and all terms linear in $\mathbf k$ drop out:
\begin{align}
\langle T\rangle'&=\tfrac12\langle(\mathbf p+\mathbf k)^2\rangle=\frac\Omega2+\frac{B^2d^2}{8},\nonumber\\
\langle Z\rangle'&=\langle(\mathbf A-\mathbf k)\cdot(\mathbf p+\mathbf k)\rangle=-k^2=-\frac{B^2d^2}{4},\label{eq:fdshift}\\
\langle D\rangle'&=\tfrac12\langle(\mathbf A-\mathbf k)^2\rangle=\frac{B^2}{8\Omega}+\frac{B^2d^2}{8}.\nonumber
\end{align}
The Zeeman term falls by twice the amount by which the diamagnetic term rises. These two changes do not cancel each other. The balance is closed by the canonical kinetic energy, which rises because the plane wave carries the canonical momentum $\mathbf k$.

For $\omega=0.010$~eV, $B=20$~T and $\mathbf d=(60,-40)$~\AA\ the cyclotron energy, equal to $B$ in atomic units, is $2.315353\times10^{-3}$~eV, $\Omega=0.01006679$~eV and $B^2d^2/8=4.572932\times10^{-4}$~eV. Equation~(\ref{eq:fdshift}) gives $\langle T\rangle'=5.03340\times10^{-3}+0.45729\times10^{-3}=5.49069\times10^{-3}$~eV, $\langle Z\rangle'=-9.14586\times10^{-4}$~eV, and, with $B^2/(8\Omega)=(2.315353\times10^{-3})^2/(8\times0.01006679)=6.6566\times10^{-5}$~eV, $\langle D\rangle'=5.23859\times10^{-4}$~eV. A numerical diagonalization of the shifted Hamiltonian on a grid, which makes no use of the phase factor, returns $5.490687\times10^{-3}$, $-9.145864\times10^{-4}$ and $5.238593\times10^{-4}$~eV, and reproduces the three lowest levels $\Omega$, $2\Omega-B/2$, $2\Omega+B/2$ of (\ref{eq:fd}) within a relative tolerance of $10^{-6}$.

\section{Assumptions and statement}

The general system has $N$ electrons at positions $\mathbf r_j$ in a uniform static field $\mathbf B$.
\begin{itemize}
\item[(a)] The potential $V(\mathbf r_1,\dots,\mathbf r_N)$ is a real multiplicative function. It contains the fixed nuclei, the electron repulsion and any static electric field, and it does not depend on the gauge origin.
\item[(b)] The configuration space is unbounded, or bounded by walls at which the wave function vanishes.
\item[(c)] Where expectation values appear, the states are normalized, have finite $\langle r_j^2\rangle$ and $\langle p_j^2\rangle$, and decay fast enough that $H$ may be moved from $\mathbf r_j\psi$ onto $\psi$ without a surface term. Exponentially decaying bound states qualify.
\end{itemize}
The spin Zeeman term is proportional to $\mathbf B\cdot\mathbf S$, contains no origin and commutes with every function of position. It is omitted. For a gauge origin $\mathbf O$,
\begin{equation}
\mathbf A_{\mathbf O}(\mathbf r)=\tfrac12\mathbf B\times(\mathbf r-\mathbf O),\qquad
H_{\mathbf O}=\sum_{j=1}^N\tfrac12\big(\mathbf p_j+\mathbf A_{\mathbf O}(\mathbf r_j)\big)^2+V ,
\end{equation}
\begin{equation}
T=\sum_j\tfrac12p_j^2,\qquad
Z_{\mathbf O}=\tfrac12\mathbf B\cdot\sum_j(\mathbf r_j-\mathbf O)\times\mathbf p_j,\qquad
D_{\mathbf O}=\tfrac18\sum_j|\mathbf B\times(\mathbf r_j-\mathbf O)|^2 .
\end{equation}
Collective operators are $\mathbf R=\sum_j\mathbf r_j$, $\mathbf P=\sum_j\mathbf p_j$, $\boldsymbol{\mathcal A}=\sum_j\mathbf A_{\mathbf O}(\mathbf r_j)$, and the total kinetic momentum $\boldsymbol\Pi=\mathbf P+\boldsymbol{\mathcal A}$. The shifted origin is $\mathbf O'=\mathbf O+\mathbf d$, and
\begin{equation}
\mathbf k=\tfrac12\mathbf B\times\mathbf d,\qquad U=e^{i\mathbf k\cdot\mathbf R}.
\end{equation}
Brackets without a prime mean $\langle\psi|\cdot|\psi\rangle$. For $\psi'=U\psi$ the shifts are defined as $\Delta T=\langle\psi'|T|\psi'\rangle-\langle T\rangle$, $\Delta Z=\langle\psi'|Z_{\mathbf O'}|\psi'\rangle-\langle Z_{\mathbf O}\rangle$ and $\Delta D=\langle\psi'|D_{\mathbf O'}|\psi'\rangle-\langle D_{\mathbf O}\rangle$.

\paragraph{Theorem 1 (exact states).} Under (a)--(c):
\begin{itemize}
\item[(i)] $H_{\mathbf O'}=UH_{\mathbf O}U^\dagger$. The two Hamiltonians have the same spectrum with the same multiplicities, and $\psi$ is an eigenfunction of $H_{\mathbf O}$ exactly when $\psi'=e^{i\mathbf k\cdot\mathbf R}\psi$ is an eigenfunction of $H_{\mathbf O'}$ with the same energy.
\item[(ii)] For any state $\psi$,
\begin{equation}
\Delta T=\mathbf k\cdot\langle\mathbf P\rangle+\tfrac N2k^2,\quad
\Delta Z=\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle-\mathbf k\cdot\langle\mathbf P\rangle-Nk^2,\quad
\Delta D=-\mathbf k\cdot\langle\boldsymbol{\mathcal A}\rangle+\tfrac N2k^2,
\label{eq:general}
\end{equation}
and $\Delta T+\Delta Z+\Delta D=0$.
\item[(iii)] For an eigenstate of $H_{\mathbf O}$ with centroid $\mathbf c=\langle\mathbf R\rangle/N$,
\begin{equation}
\Delta T=\Delta D=-\tfrac12\Delta Z=\frac N8\Big(|\mathbf B\times(\mathbf c-\mathbf O')|^2-|\mathbf B\times(\mathbf c-\mathbf O)|^2\Big).
\label{eq:eigen}
\end{equation}
\end{itemize}

\paragraph{Theorem 2 (second order in the field).} Let $H_0=T+V$ have eigenstates $|n\rangle$ with energies $E_n$, and treat $Z_{\mathbf O}+D_{\mathbf O}$ as a perturbation.
\begin{itemize}
\item[(i)] The matrix of $Z_{\mathbf O}$ within any bound level of $H_0$, degenerate or not, does not depend on $\mathbf O$.
\item[(ii)] For a spatially nondegenerate bound state $|0\rangle$, with $\omega_n=E_n-E_0$, define
\begin{equation}
E_{\rm dia}=\langle0|D_{\mathbf O}|0\rangle,\qquad E_{\rm para}=-\sum_{n\ne0}\frac{|\langle n|Z_{\mathbf O}|0\rangle|^2}{\omega_n}.
\end{equation}
Then $\Delta E_{\rm para}=-\Delta E_{\rm dia}=\mathbf k\cdot\langle0|\boldsymbol{\mathcal A}|0\rangle-\tfrac N2k^2$.
\item[(iii)] In the exact state that develops from $|0\rangle$, $\langle Z_{\mathbf O}\rangle=2E_{\rm para}$, $\langle D_{\mathbf O}\rangle=E_{\rm dia}$ and $\langle H_0\rangle-E_0=-E_{\rm para}$, each up to terms of order $B^4$.
\end{itemize}

A cancellation between a Zeeman quantity and a diamagnetic quantity alone is therefore a true statement about the second-order energies of Theorem 2. For expectation values in exact eigenstates the cancellation involves three terms in the ratio $1:-2:1$.

\section{Lemmas}

\paragraph{Lemma 1 (splitting).} $H_{\mathbf O}=T+Z_{\mathbf O}+D_{\mathbf O}+V$, with $Z_{\mathbf O}=\sum_j\mathbf A_{\mathbf O}(\mathbf r_j)\cdot\mathbf p_j$ and $D_{\mathbf O}=\sum_j\tfrac12A_{\mathbf O}(\mathbf r_j)^2$.

\emph{Proof.} For one electron, $(\mathbf p+\mathbf A)^2=p^2+\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+A^2$. The product rule gives $\mathbf p\cdot(\mathbf Af)=-i(\nabla\cdot\mathbf A)f+\mathbf A\cdot\mathbf pf$. In components $A_\alpha=\tfrac12\epsilon_{\alpha\beta\gamma}B_\beta(r_\gamma-O_\gamma)$, so $\partial_\alpha A_\alpha=\tfrac12\epsilon_{\alpha\beta\alpha}B_\beta=0$ by the antisymmetry of $\epsilon$. Half of the two cross terms is then $\mathbf A\cdot\mathbf p$. The cyclic property of $\epsilon$ gives $\tfrac12\epsilon_{\alpha\beta\gamma}B_\beta(r_\gamma-O_\gamma)p_\alpha=\tfrac12B_\beta\,\epsilon_{\beta\gamma\alpha}(r_\gamma-O_\gamma)p_\alpha=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf O)\times\mathbf p]$, with positions kept to the left of momenta throughout. The last term is $\tfrac12A^2=\tfrac18|\mathbf B\times(\mathbf r-\mathbf O)|^2$. Summing over electrons completes the proof. $\square$

\paragraph{Lemma 2 (the shift is a constant).} $\mathbf A_{\mathbf O'}=\mathbf A_{\mathbf O}-\mathbf k$ and $Z_{\mathbf O'}=Z_{\mathbf O}-\mathbf k\cdot\mathbf P$.

\emph{Proof.} The cross product is linear: $\tfrac12\mathbf B\times(\mathbf r-\mathbf O-\mathbf d)=\mathbf A_{\mathbf O}-\tfrac12\mathbf B\times\mathbf d$. The second statement follows on inserting this in the form of $Z$ given by Lemma 1. $\square$

The constant $-\mathbf k$ is the gradient of $-\mathbf k\cdot\mathbf r$, so both potentials have the same curl and describe the same field. The vector $\mathbf k$ is normal to $\mathbf B$ and to $\mathbf d$, and it vanishes for $\mathbf d$ parallel to $\mathbf B$: the gauge origin is in effect a line along the field.

\paragraph{Lemma 3 (action of the phase).} $U$ is unitary, commutes with every function of the positions, and $U^\dagger\mathbf p_jU=\mathbf p_j+\mathbf k$.

\emph{Proof.} $U$ multiplies by a function of modulus one, which gives the first two statements. The product rule gives $-i\nabla_j(e^{i\mathbf k\cdot\mathbf R}f)=e^{i\mathbf k\cdot\mathbf R}(\mathbf kf-i\nabla_jf)$, since $\nabla_j(\mathbf k\cdot\mathbf R)=\mathbf k$. Multiplying by $e^{-i\mathbf k\cdot\mathbf R}$ gives the third. $\square$

\paragraph{Lemma 4 (velocity).} $i[H_{\mathbf O},\mathbf R]=\boldsymbol\Pi$ and $i[H_0,\mathbf R]=\mathbf P$. In an eigenstate of $H_{\mathbf O}$ obeying (c), $\langle\mathbf P\rangle=-\langle\boldsymbol{\mathcal A}\rangle$. Between eigenstates of $H_0$, $\langle n|\mathbf P|m\rangle=i(E_n-E_m)\langle n|\mathbf R|m\rangle$.

\emph{Proof.} Write $\boldsymbol\pi=\mathbf p+\mathbf A$ for one electron. Since $\mathbf A$ commutes with $\mathbf r$, $[\pi_\beta,r_\alpha]=[p_\beta,r_\alpha]=-i\delta_{\alpha\beta}$. Then $[\tfrac12\pi_\beta\pi_\beta,r_\alpha]=\tfrac12\big(\pi_\beta[\pi_\beta,r_\alpha]+[\pi_\beta,r_\alpha]\pi_\beta\big)=-i\pi_\alpha$. By (a), $V$ commutes with $\mathbf R$, and different electrons commute, so $[H_{\mathbf O},\mathbf R]=-i\boldsymbol\Pi$. Setting $\mathbf B=0$ gives the second identity. For an eigenstate, $\langle\psi|H\mathbf R|\psi\rangle=E\langle\mathbf R\rangle$ by (c), which lets $H$ act to the left, and $\langle\psi|\mathbf RH|\psi\rangle=E\langle\mathbf R\rangle$. The commutator averages to zero, so $\langle\boldsymbol\Pi\rangle=0$. The same step between $\langle n|$ and $|m\rangle$ gives $\langle n|[H_0,\mathbf R]|m\rangle=(E_n-E_m)\langle n|\mathbf R|m\rangle$. $\square$

Physically, $\boldsymbol\Pi$ is the rate of change of $\mathbf R$, and the centroid of a stationary bound state does not move. The canonical momentum of such a state is in general not zero. It equals $-\langle\boldsymbol{\mathcal A}\rangle$ and depends on the gauge origin.

The isotropic well has shown the kinetic, Zeeman and diamagnetic terms shifting in the ratio $1:-2:1$ while the energy stays fixed, and the lemmas for the general case are in place. The two theorems remain to be proved, followed by approximate wave functions, the limits of the assumptions and further numerical examples.

All numerical values are calculated from the stated model.
